# Elastic Energy of an Edge Dislocation in a Flat Isotropic Sheet

## Definitions and conventions

A sheet lies in the $xy$ plane and stays there. It is isotropic and linearly elastic, with two-dimensional Young modulus $Y$ (force per length) and Poisson ratio $\nu$, where $-1\le\nu\le1$ and the end values are limits. Strains are small, $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$, and are related to the stress $\sigma_{ij}$ (force per length) by

$$Y\varepsilon_{ij}=(1+\nu)\sigma_{ij}-\nu\,\delta_{ij}\sigma_{kk},\qquad w=\tfrac12\sigma_{ij}\varepsilon_{ij},$$

with $w$ the energy per area and repeated indices summed.

An edge dislocation sits at the origin. Its Burgers vector is $b\hat x$: on any counterclockwise loop around the origin, $\oint d\mathbf u=b\hat x$. The displacement is therefore many-valued, while strain and stress are single-valued. I place the cut on the positive $x$ axis, with $0<\theta<2\pi$.

Linear elasticity fails at the core, so the energy is counted in the annulus $a<r<R$. The claim is

$$E=E_0\ln\frac Ra,\qquad E_0=\frac{Yb^2}{8\pi},$$

for the dislocation field of the unbounded sheet. The core adds a constant. The effect of free edges is worked out below for a dislocation at the centre. Lengths are in nm, energies in eV and moduli in N/m.

## A simple case: $\nu=-1$

The shear modulus is $Y/[2(1+\nu)]$. As $\nu\to-1$ at fixed $Y$ it diverges, so shape cannot change locally and only area can. No shear strain means

$$\partial_xu_x=\partial_yu_y,\qquad \partial_yu_x=-\partial_xu_y.$$

These are the Cauchy–Riemann equations: $u_x+iu_y$ is an analytic function of $z=x+iy=re^{i\theta}$. The simplest one that jumps by $b$ on a loop is

$$u_x+iu_y=\frac{b}{2\pi i}\ln z\quad\Rightarrow\quad u_x=\frac{b\theta}{2\pi},\quad u_y=-\frac{b}{2\pi}\ln r .$$

Since $\partial_x\theta=-y/r^2$, the strain is an equal stretch in all directions,

$$\varepsilon=\varepsilon_{xx}=\varepsilon_{yy}=-\frac{b\sin\theta}{2\pi r}.$$

The sheet is compressed above the dislocation, where the extra half-row lies, and stretched below. For equal stretch, Hooke's law gives $\sigma=Y\varepsilon/(1-\nu)$. The energy density is $w=\sigma\varepsilon=Y\varepsilon^2/(1-\nu)$, which is $Y\varepsilon^2/2$ here. Any shear stress does no work, because the shear strain is zero. Hence

$$E=\frac Y2\,\frac{b^2}{4\pi^2}\int_a^R\frac{dr}{r}\int_0^{2\pi}\sin^2\theta\,d\theta=\frac{Yb^2}{8\pi}\ln\frac Ra .$$

The logarithm comes from strain falling as $1/r$: each doubling of radius adds the same energy. It remains to see what happens when the sheet can also shear.

## General Poisson ratio: the stress

Away from the core, equilibrium $\partial_j\sigma_{ij}=0$ is satisfied identically by an Airy function $\chi$:

$$\sigma_{xx}=\chi_{yy},\qquad\sigma_{yy}=\chi_{xx},\qquad\sigma_{xy}=-\chi_{xy}.$$

The strains must also derive from a displacement, which requires $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=2\partial_x\partial_y\varepsilon_{xy}$. Hooke's law gives $Y\varepsilon_{xx}=\chi_{yy}-\nu\chi_{xx}$, $Y\varepsilon_{yy}=\chi_{xx}-\nu\chi_{yy}$ and $Y\varepsilon_{xy}=-(1+\nu)\chi_{xy}$. Inserting these,

$$\chi_{yyyy}+\chi_{xxxx}-2\nu\chi_{xxyy}+2(1+\nu)\chi_{xxyy}=\nabla^4\chi=0 .$$

A displacement jump that is the same at all $r$ calls for strains of order $b/r$, hence for $\chi$ of order $r$, up to a logarithm. Take

$$\chi=-D\,y\ln r .$$

Because $\nabla^2(y\ln r)=2\,\partial_y\ln r$ and $\ln r$ is harmonic away from the origin, $\nabla^4\chi=0$ there.

For any $\chi=f(r)\sin\theta$, the polar components of the second derivatives give

$$\sigma_{rr}=\frac{\chi_r}{r}+\frac{\chi_{\theta\theta}}{r^2}=\Big(\frac fr\Big)'\sin\theta,\quad \sigma_{\theta\theta}=f''\sin\theta,\quad \sigma_{r\theta}=-\partial_r\frac{\chi_\theta}{r}=-\Big(\frac fr\Big)'\cos\theta .$$

With $f=-Dr\ln r$, both $(f/r)'$ and $f''$ equal $-D/r$, so

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{D\cos\theta}{r}.$$

No net force acts on the core. The traction on a circle has $t_x=-(D/r)\sin2\theta$ and $t_y=(D/r)\cos2\theta$, and both integrate to zero.

## The displacement fixes $D$

Write $d=D/Y$. The strains are

$$\varepsilon_{rr}=\varepsilon_{\theta\theta}=-(1-\nu)\frac{d\sin\theta}{r},\qquad \varepsilon_{r\theta}=(1+\nu)\frac{d\cos\theta}{r}.$$

From $\varepsilon_{rr}=\partial_ru_r$,

$$u_r=-(1-\nu)d\sin\theta\ln r+F(\theta).$$

From $r\varepsilon_{\theta\theta}=\partial_\theta u_\theta+u_r$, integrated over $\theta$,

$$u_\theta=(1-\nu)d\cos\theta\,(1-\ln r)-\Phi(\theta),\qquad \Phi'=F,$$

where a possible function of $r$ alone can only be a rigid rotation and is dropped. The shear strain obeys $2r\varepsilon_{r\theta}=\partial_\theta u_r+r\partial_ru_\theta-u_\theta$. The logarithms cancel on the right, leaving

$$2(1+\nu)d\cos\theta=-2(1-\nu)d\cos\theta+F'+\Phi
\quad\Rightarrow\quad F'+\Phi=4d\cos\theta .$$

The Poisson ratio has dropped out, since $(1+\nu)+(1-\nu)=2$. Differentiating, $F''+F=-4d\sin\theta$. Apart from rigid translations the solution is $F=2d\,\theta\cos\theta$, with $\Phi=2d(\theta\sin\theta+\cos\theta)$.

Now turn to Cartesian components, $u_x=u_r\cos\theta-u_\theta\sin\theta$ and $u_y=u_r\sin\theta+u_\theta\cos\theta$. Up to a constant in $u_y$,

$$u_x=2d\Big[\theta+\frac{1+\nu}{4}\sin2\theta\Big],\qquad u_y=-2d\Big[\frac{1-\nu}{2}\ln r+\frac{1+\nu}{4}\cos2\theta\Big].$$

One turn adds $4\pi d$ to $u_x$ and nothing to $u_y$. Closure therefore demands

$$4\pi\frac DY=b\quad\Rightarrow\quad D=\frac{Yb}{4\pi}.$$

Limit: at $\nu=-1$ the terms in $2\theta$ vanish, and the field of the simple case returns.

## The energy for every $\nu$

In polar components,

$$w=\frac1{2Y}\big[\sigma_{rr}^2+\sigma_{\theta\theta}^2-2\nu\sigma_{rr}\sigma_{\theta\theta}+2(1+\nu)\sigma_{r\theta}^2\big]
=\frac{D^2}{Yr^2}\big[(1-\nu)\sin^2\theta+(1+\nu)\cos^2\theta\big].$$

The first term is the energy of area change, the second that of shear. Their angular integrals are $\pi(1-\nu)$ and $\pi(1+\nu)$, which add to $2\pi$. Thus

$$E=\frac{2\pi D^2}{Y}\int_a^R\frac{dr}r=\frac{2\pi}{Y}\frac{Y^2b^2}{16\pi^2}\ln\frac Ra=\frac{Yb^2}{8\pi}\ln\frac Ra .$$

The Poisson ratio moves energy between area change and shear without altering the sum, provided $Y$ is held fixed. At $\nu=-1$ all of it is area change; at $\nu=1$ all of it is shear.

The energy can also be found as work. In equilibrium $w=\tfrac12\partial_j(\sigma_{ij}u_i)$, so the divergence theorem on the slit annulus gives $E=\tfrac12\oint\sigma_{ij}n_ju_i\,ds$. The face at $\theta=0$ has outward normal $-\hat y$. The face at $\theta=2\pi$ has normal $+\hat y$ and a displacement larger by $b\hat x$. Together they contribute

$$\frac b2\int_a^R\sigma_{xy}(x,0)\,dx=\frac b2\int_a^R\frac{D}{x}\,dx=\frac{bD}2\ln\frac Ra=\frac{Yb^2}{8\pi}\ln\frac Ra .$$

This is already the whole energy, so the two rims must cancel. They do: traction times radius does not depend on $r$, and the displacement depends on $r$ only through a uniform shift along $y$. A uniform shift does no work against a traction with zero resultant. The outer rim then contributes the same amount as the inner one, with opposite sign.

## A finite sheet with free edges

The field above needs tractions on both rims. For a ring with free rims and the dislocation at its centre, add two more solutions:

$$f=-Dr\ln r+Ar^3+\frac Br .$$

Both are allowed, since $\nabla^2(r^3\sin\theta)=8r\sin\theta$ is harmonic and $\sin\theta/r$ is harmonic itself. Neither changes $b$. Their displacements scale as $r^2$ and $r^{-2}$, whereas a jump across the cut with continuous strain must be a rigid motion, constant or linear in $r$.

Both $\sigma_{rr}$ and $\sigma_{r\theta}$ are proportional to $(f/r)'$, so the rims are free when

$$-\frac Dr+2Ar-\frac{2B}{r^3}=0\quad\text{at } r=a,R .$$

Multiply by $r^3$ and subtract the two conditions: $2A(R^4-a^4)=D(R^2-a^2)$. Then

$$A=\frac{D}{2(R^2+a^2)},\qquad B=Aa^4-\frac{Da^2}2=-\frac{Da^2R^2}{2(R^2+a^2)}.$$

The rims now do no work. On the cut $\sigma_{xy}=-(f/r)'=D/r-2Ar+2B/r^3$, hence

$$E_{\rm free}=\frac b2\Big[D\ln\frac Ra-A(R^2-a^2)+B\frac{R^2-a^2}{a^2R^2}\Big]
=E_0\Big[\ln\frac Ra-\frac{R^2-a^2}{R^2+a^2}\Big].$$

The last two terms in the first bracket each equal $-\tfrac D2(R^2-a^2)/(R^2+a^2)$.

**Wide ring.** For $R\gg a$, $E_{\rm free}\to E_0[\ln(R/a)-1]$. Freeing both rims lowers the energy by a constant and leaves the coefficient of the logarithm alone. A sheet with a filled core has no free inner rim, so its constant differs in general and depends on $\nu$ and on the core. The constant is that of the centred position; a dislocation nearer to the outer edge has a lower energy.

**Narrow ring.** With $L=\ln(R/a)$ the fraction is $\tanh L$, and $L-\tanh L\approx L^3/3$. For width $h=R-a\ll a$ this gives

$$E_{\rm free}\approx\frac{Yb^2h^3}{24\pi a^3}.$$

Beam theory must agree. A strip of width $h$ has in-plane bending stiffness $Yh^3/12$. If its curvature changes by $k(\theta)$, each element $ds$ turns the rest of the strip by $k\,ds$, and the ends separate along $x$ by $\int k\,y\,ds$ in magnitude. The least $\int k^2ds$ for a given separation has $k=C\sin\theta$, which also leaves no net turn and no gap along $y$, so $b=C\pi a^2$. The energy is $\tfrac12(Yh^3/12)C^2\pi a=Yb^2h^3/(24\pi a^3)$, as required.

**The case $\nu=-1$ again.** Here the energy can be minimized directly. Adding a multiple of $z^2$ to the displacement changes the stretch to $\varepsilon=[-b/(2\pi r)+cr]\sin\theta$, and

$$E=\frac{\pi Y}{2}\Big[\frac{b^2}{4\pi^2}\ln\frac Ra-\frac{bc}{2\pi}(R^2-a^2)+\frac{c^2}{4}(R^4-a^4)\Big].$$

The minimum is at $c=b/[\pi(R^2+a^2)]$. It lowers the bracket by $\frac{b^2}{4\pi^2}\frac{R^2-a^2}{R^2+a^2}$, which reproduces $E_{\rm free}$ for any $R/a$.

## A test without a continuum field

Take a triangular lattice of harmonic springs, with spring constant, spacing and $b$ all equal to 1. Bonds that cross a half-line are given a slip of one spacing, and a free disc is relaxed in the linear approximation. Summing over the bonds gives $Y=1.1547$ and $\nu=1/3$, hence $E_0=0.04594$.

The slope $dE/d\ln R$ is $0.04636$ between radii of about 20 and 40 spacings, and $0.04612$ between about 40 and 80. These lie 0.9 % and 0.4 % above $E_0$. The lattice knows nothing of $\chi$ or $D$, so this tests the coefficient itself.

The constant can be read off too. Setting $E=E_0[\ln(R/a_{\rm eff})-1]$ on the largest disc gives $a_{\rm eff}=0.19$ spacings. That value belongs to this linear spring model; a real core has its own.

## A monolayer channel

Rough, round values in the regime of semiconducting transition-metal dichalcogenide monolayers are $Y=120$ N/m, $\nu=0.25$ and $b=0.32$ nm. Choose $a=b$ and $R=100$ nm. With 1 N/m $=6.2415$ eV/nm²,

$$E_0=\frac{120\times6.2415\times0.32^2}{8\pi}\ \text{eV}=3.05\ \text{eV},\qquad E=3.052\times5.7446\ \text{eV}=17.5\ \text{eV}.$$

With free rims the energy is 14.5 eV. At fixed $a$, the unbounded-sheet formula gives 10.5 eV for $R=10$ nm and 24.6 eV for $R=1000$ nm. Doubling $a$ removes 2.1 eV from the elastic part, which the core energy must take up. Elasticity alone thus gives the growth with size, but not the total.

**Large strain.** The principal strains have magnitude at most $\frac dr[(1-\nu)|\sin\theta|+(1+\nu)|\cos\theta|]$, whose maximum over angle is $\frac{b}{4\pi r}\sqrt{2(1+\nu^2)}$. This is 11.6 % at $r=a$ and falls to 1 % at 3.7 nm. Cubic terms in the energy cancel at first order, because the strain reverses sign between opposite points. The next correction is, relative to the linear energy, of order $\beta^2\varepsilon^2$, with $\beta$ the softening coefficient in a uniaxial law $\sigma\approx Y\varepsilon(1-\beta\varepsilon)$. As $\varepsilon\propto1/r$, its integral converges to about $E_0\beta^2\varepsilon_a^2/2$, where $\varepsilon_a$ is the strain at $r=a$. A rough $\beta=3$ gives 0.2 eV, an order of magnitude only. It joins the core constant and does not alter the logarithm.

**Buckling.** A free-standing sheet can trade stretching for bending. For a free disc with bending rigidity $\kappa$, treated as a classical plate with the same $\nu$ and no core hole, a variational calculation puts the loss of flatness at $YbR/\kappa\approx125$. Two basis sizes agree on this value. With a rough $\kappa=10$ eV the critical radius is 5.2 nm, so at 100 nm the flat result does not describe a free-standing sheet. It is then an upper bound on the relaxed elastic energy, since buckling occurs because it lowers the energy.

**Support.** Let a substrate resist deflection with stiffness $k_s$ per area. Under uniform compression $p$, a ripple of wavenumber $q$ grows if $\kappa q^4+k_s<pq^2$. The smallest such $p$ is $2\sqrt{\kappa k_s}$, or 17.6 N/m for a rough $k_s=300$ eV/nm⁴. The largest compression around the dislocation is $\sqrt2D/r$. Used as a local estimate, this lets ripples grow only inside 0.25 nm, which is within the excluded core. A support that acts as a linear spring of this stiffness therefore keeps the sheet flat against small deflections. The threshold is about 15 % of $Y$, beyond linear elasticity, and the ripple wavelength $2\pi(\kappa/k_s)^{1/4}\approx2.7$ nm is only a few layer thicknesses, so these numbers are rough. Detachment from a weakly adhering substrate is not covered by this estimate.

**Temperature.** At 300 K, $E/(k_BT)$ is about 680, while the freedom to sit at any of the roughly $3.5\times10^5$ lattice sites offsets only $\ln(3.5\times10^5)\approx13$ of this. Isolated dislocations in a flat sheet of this size are therefore not expected from thermal equilibrium; typical sources are growth, processing and mechanical load. Thermal ripples also soften the sheet. Under a small tension $\tau$ along $x$ they store a slack

$$s=\frac{k_BT}{2}\int\!\frac{d^2q}{(2\pi)^2}\frac{q_x^2}{\kappa q^4+k_s+\tau q_x^2},$$

with $q$ cut off at about $\pi/b$, since $s$ itself grows logarithmically with the cutoff. The derivative $-ds/d\tau$ at $\tau=0$ adds to the compliance $1/Y$; it converges at large $q$, so the cutoff can be dropped there at the cost of a change below 10 %. To lowest order this gives a relative loss

$$\frac{3Yk_BT}{256\,\kappa^{3/2}k_s^{1/2}}=0.04\ \% ,$$

which is negligible here.

**Against real channels.** The parameters are typical in size, not those of one compound. The assumption most open to doubt is a single dislocation in a sheet that slides freely on its support. Neighbouring dislocations of opposite sign can screen the far strain. If screening sets in at 10 nm instead of 100 nm, the logarithm gives about 10.5 eV per dislocation instead of 17.5 eV, with $a$ held fixed. This is a rough value, because the direction of the neighbour matters too: for a pair of opposite dislocations, the energy per dislocation is about $E_0$, here 3 eV, higher when they are separated across $b$ than along it.

A lattice-matched crystalline substrate that locks the sheet in registry acts the other way. An amorphous support has no registry, and on a mismatched substrate a dislocation can relieve misfit strain; neither case is covered by what follows. The locking energy, measured from perfect registry, is never negative, so it can only raise the minimum. The extra half-row then forces a wall of poor registry that runs from the dislocation to an edge or to another dislocation. Once the sheet is much larger than the width of this wall, the energy grows in proportion to the wall's length, not as a logarithm. An estimate for a device therefore needs the distance to neighbouring dislocations and the strength of the registry, as well as $Y$ and $b$. The numerical output lists the values used here.

## Table of computed values

```
TESTS (Y = b = 1, a = 0.7, R = 9)
Burgers vector from loop integral: 1.000000, 0.000000
annulus energy by quadrature, nu = -0.30: 0.10161643
annulus energy by quadrature, nu =  0.25: 0.10161643
annulus energy by quadrature, nu =  0.60: 0.10161643
annulus energy by formula: 0.10161643
work on the cut: 0.10161643
free-rim energy by quadrature: 0.06230620
free-rim energy by formula: 0.06230620
SPRING LATTICE (spring constant = spacing = b = 1)
Young modulus: 1.15470, Poisson ratio: 0.3333
disc 20: equal-area radius 19.986, energy 0.16809
disc 40: equal-area radius 39.986, energy 0.20024
disc 80: equal-area radius 79.992, energy 0.23222
slope dE/dlnR, 20 to 40: 0.04636
slope dE/dlnR, 40 to 80: 0.04612
predicted slope Y b^2/(8 pi): 0.04594
effective core radius: 0.1878 spacings
WORKED EXAMPLE
Young modulus Y: 120 N/m; Poisson ratio: 0.25
1 N/m = 6.2415 eV/nm^2
b = 0.32 nm, a = 0.32 nm, R = 100 nm, T = 300 K
prefactor E0: 3.052 eV; ln(R/a): 5.7446
elastic energy E: 17.53 eV
with free rims: 14.48 eV
elastic energy at R = 10 nm: 10.50 eV
elastic energy at R = 1000 nm: 24.56 eV
energy drop if a is doubled: 2.12 eV
NEGLECTED EFFECTS
largest linear strain at r = a: 11.6 %
radius where it falls to 1 %: 3.71 nm
rough softening coefficient (input): 3
nonlinear energy, order of magnitude: 0.18 eV
bending rigidity: 10 eV; support stiffness: 300 eV/nm^4
critical Y b R/kappa, basis 10: 124.82, basis 16: 124.82
uniform-compression check N R^2/kappa (Bessel): 4.06898
buckling radius of the free-standing disc: 5.21 nm
compression held by the support: 17.6 N/m
radius inside which support fails: 0.246 nm
k_B T: 0.02585 eV; E/(k_B T): 678
loss of Y by thermal ripples on the support: 0.041 %
```
